# Critical coupling and Miransky scaling in ladder QED4 and QED3

## Dynamical mass from photon exchange

A massless charged Dirac field has a chiral symmetry that forbids a mass term, and no finite order of perturbation theory generates one. Exchange of photons attracts fermion to antifermion, however, and a strong enough attraction can make a self-consistent mass function possible. We ask at what coupling this first happens and how the mass grows beyond it, in two truncated theories: four-dimensional QED without fermion loops, and three-dimensional QED with many flavours.

### The truncated Schwinger-Dyson equation

We use Euclidean momenta, Hermitian matrices with $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$, four-component spinors, zero bare mass and $\hbar=c=1$. The full propagator is written

$$S^{-1}(p)=i\slashed p\,A(p)+B(p),\qquad S(k)=\frac{-i\slashed k A+B}{k^2A^2+B^2}. \tag{1}$$

The action contains $ie\bar\psi\slashed A_{\rm ph}\psi$. Two vertices give $(ie)^2=-e^2$, and the self-energy enters $S^{-1}$ with another minus sign. With a bare vertex and $q=p-k$,

$$S^{-1}(p)=i\slashed p+e^2\!\int\!\frac{d^Dk}{(2\pi)^D}\,\gamma_\mu S(k)\gamma_\nu P_{\mu\nu}\,d(q),\qquad P_{\mu\nu}=\delta_{\mu\nu}-\frac{q_\mu q_\nu}{q^2}. \tag{2}$$

This is Landau gauge; $d(q)$ is the scalar part of the photon propagator. Since $\gamma_\mu\gamma_\nu P_{\mu\nu}=D-1$, the trace of (2) gives

$$B(p)=(D-1)e^2\!\int\!\frac{d^Dk}{(2\pi)^D}\frac{B(k)}{k^2A^2+B^2}\,d(q). \tag{3}$$

For the vector part, $\gamma_\mu\slashed k\gamma_\mu=-(D-2)\slashed k$ and $\slashed q\slashed k\slashed q=2(q\cdot k)\slashed q-q^2\slashed k$. Multiplying (2) by $\slashed p$ and tracing,

$$A(p)-1=\frac{e^2}{p^2}\!\int\!\frac{d^Dk}{(2\pi)^D}\frac{A\,d(q)}{k^2A^2+B^2}\Big[(D-3)\,p\cdot k+\frac{2(q\cdot k)(q\cdot p)}{q^2}\Big]. \tag{4}$$

The scalar products follow from $2p\cdot k=p^2+k^2-q^2$:

$$(q\cdot k)(q\cdot p)=\tfrac14\big[(p^2-k^2)^2-q^4\big]. \tag{5}$$

### Quenched QED4

Without fermion loops $d(q)=1/q^2$, and the coupling $\alpha=e^2/4\pi$ does not run. Let $X$ and $Y$ be the larger and smaller of $p^2,k^2$, and $r=\sqrt{Y/X}$. The expansion $1/(1-2r\cos\theta+r^2)=\sum_n r^nU_n(\cos\theta)$ contains polynomials orthonormal under the four-dimensional angular measure $(2/\pi)\sin^2\theta\,d\theta$. Hence

$$\Big\langle\frac1{q^2}\Big\rangle=\frac1X,\qquad \Big\langle\frac1{q^4}\Big\rangle=\frac1{X^2}\sum_n r^{2n}=\frac1{X(X-Y)}. \tag{6}$$

The two averages needed in (4) are then

$$\Big\langle\frac{p\cdot k}{q^2}\Big\rangle=\frac12\Big[\frac{X+Y}{X}-1\Big]=\frac{Y}{2X},\qquad
\Big\langle\frac{2(q\cdot k)(q\cdot p)}{q^4}\Big\rangle=\frac12\Big[\frac{X-Y}{X}-1\Big]=-\frac{Y}{2X}.$$

They cancel, so $A=1$ within this truncation, with the cutoff $\Lambda$ placed on the loop momentum $k$. In (3) we use $d^4k\to\pi^2k^2\,dk^2$; the coefficient is $3(4\pi\alpha)\pi^2/(2\pi)^4=3\alpha/4\pi$.

### Large-$N$ QED3

Here $e^2$ has the dimension of momentum. With $N$ flavours we keep $a=Ne^2/8$ fixed as $N$ grows; fermion loops then modify the photon at leading order. Integrating out massless fermions gives

$$\Pi_{\mu\nu}=Ne^2\!\int\!\frac{d^3k}{(2\pi)^3}\frac{{\rm tr}[\gamma_\mu\slashed k\gamma_\nu(\slashed k+\slashed p)]}{k^2(k+p)^2}=(p^2\delta_{\mu\nu}-p_\mu p_\nu)\Pi(p).$$

Contracting indices turns the trace into $-4k\cdot(k+p)=-2[k^2+(k+p)^2-p^2]$. The first two terms cancel a denominator and leave scaleless integrals, which vanish in dimensional regularization. The last needs

$$\int\!\frac{d^3k}{(2\pi)^3}\frac1{k^2(k+p)^2}=\frac1{4\pi^2p}\int_0^\infty\!\frac{dx}{x}\ln\Big|\frac{1+x}{1-x}\Big|=\frac1{4\pi^2p}\,\frac{\pi^2}{2}=\frac1{8p}.$$

Thus $2p^2\Pi=2p^2Ne^2/(8p)$, so $\Pi=Ne^2/(8p)=a/p$ and $d(q)=1/[q^2(1+\Pi)]=1/(q^2+aq)$.

We now set $A=1$, an assumption examined below. At fixed $p,k$ one has $q\,dq=-pk\,d\cos\theta$, and (3) becomes

$$B(p)=\frac{4a}{\pi^2Np}\int_0^\infty\!dk\,\frac{kB(k)}{k^2+B^2}\ln\Big[1+\frac{2\min(p,k)}{a+|p-k|}\Big]. \tag{7}$$

For $p,k\ll a$ the logarithm is $2\min(p,k)/a$. Using this form up to a cutoff at $k=a$ gives an equation of the QED4 type.

### One equation for both theories

Both cases read

$$B(s)=\lambda\int_0^S\!ds'\,\frac{w(s')B(s')}{\max(s,s')},\qquad w=\frac{s^j}{s^j+B^2}, \tag{8}$$

with the assignments

- QED4: $s=p^2$, $j=1$, $S=\Lambda^2$, $\lambda=3\alpha/4\pi$;
- QED3: $s=p$, $j=2$, $S=a$, $\lambda=8/(\pi^2N)$.

Split the integral at $s'=s$. On differentiation the terms from the moving limit cancel, leaving

$$s^2B'=-\lambda\int_0^s\!wB\,ds',\qquad (sB)'=B+sB'=\lambda\int_s^S\!\frac{wB}{s'}\,ds'. \tag{9}$$

A second derivative gives the differential equation, and (9) supplies its boundary conditions:

$$(s^2B')'+\lambda wB=0,\qquad s^2B'\big|_{s\to0}=0,\qquad (sB)'\big|_{s=S}=0. \tag{10}$$

Conversely, integrating (10) from $0$ gives the first relation in (9). Integrating $(sB)''=-\lambda wB/s$ down from $S$ gives the second. Subtracting $sB'$ from $(sB)'$ then restores (8), so nothing is lost in the conversion.

### The critical coupling

For $s^j\gg B^2$, $w\to1$ and powers $B\propto s^\sigma$ satisfy $\sigma(\sigma+1)+\lambda=0$:

$$\sigma=-\tfrac12\pm i\mu,\qquad \lambda=\tfrac14+\mu^2. \tag{11}$$

The exponents become complex at $\lambda=1/4$. To show that this is the threshold, set $t=\ln s$ and $\varphi=\sqrt s\,B$. Equation (8) becomes

$$\varphi(t)=\lambda\int dt'\,e^{-|t-t'|/2}\,w\varphi(t').$$

Every solution has finite norm: $w|B|\le s^{j/2}/2$, so (8) gives $|B|\le\lambda S^{j/2}/j$, and $\|\varphi\|^2=\int_0^S B^2\,ds$ is finite. The kernel is a convolution with Fourier transform $1/(\tfrac14+\mu^2)\le4$. Therefore $\|\varphi\|\le4\lambda\|w\varphi\|$, and $\|w\varphi\|<\|\varphi\|$ because $w<1$ wherever $B\ne0$. A nonzero solution requires $\lambda>1/4$; equality is excluded.

For $\lambda>1/4$ a solution does exist. Let $M=B(0)>0$, and define $B=Mu(z)$, $z=s/M^{2/j}$. Then $u(0)=1$ and $M$ disappears from the differential equation. While $u>0$, $(z^2u')'<0$, so $u$ decreases from 1 and $w=z^j/(z^j+u^2)\to1$. With $v=\sqrt z\,u$ and now $t=\ln z$,

$$\frac{d^2v}{dt^2}=\big(\tfrac14-\lambda w\big)v. \tag{12}$$

At large $t$ the bracket is negative and bounded away from zero, so $v$ oscillates and $u$ reaches a zero. There $(zu)'=zu'<0$, whereas $(zu)'=1$ at $z=0$. The ultraviolet condition is therefore met earlier, at some $z_0$ where $u>0$. Since $(zu)''=-\lambda wu/z<0$ up to the zero of $u$, $z_0$ is unique in that interval. The relation $S=z_0M^{2/j}$ fixes $M$, giving one positive solution with finite $B(0)$. Setting $\lambda=1/4$,

$$\boxed{\alpha_c=\frac{\pi}{3}\approx1.047,\qquad N_c=\frac{32}{\pi^2}\approx3.24.} \tag{13}$$

In QED4 a mass needs $\alpha>\alpha_c$; in QED3 it needs $N<N_c$, because the infrared interaction $e^2d(q)\simeq8/(Nq)$ weakens as flavours are added.

The cutoff at $a$ does not create the QED3 threshold. Since $\ln(1+x)\le x$, the kernel of (7), written in the form (8), is nowhere larger than $1/\max(p,k)$. The norm bound thus forbids square-integrable solutions for $N\ge N_c$ there too. Deep in the infrared the two kernels coincide, so for $N<N_c$ the linearized operator has spectrum above one and $B=0$ is unstable under iteration. This instability alone does not prove that a nonlinear solution exists; for (7) that rests on the numerical solutions below.

### Miransky scaling

Just above threshold $\mu$ is small. Once $w$ has reached 1, the solution of (12) is

$$v\propto\sin[\mu(t+c)]. \tag{14}$$

The equation depends on $\mu$ through $\mu^2$, so $c$ has a finite limit as $\mu\to0$, with corrections of order $\mu^2$. In that limit $v\propto t+c$, which lets us read $c$ from the critical solution.

Because $u=e^{-t/2}v$, the condition $(zu)'=0$ is $dv/dt+v/2=0$, or $\tan[\mu(t_0+c)]=-2\mu$. The positive solution has phase $\pi-\arctan2\mu$, hence

$$t_0=\frac{\pi}{\mu}-2-c+O(\mu^2). \tag{15}$$

Now $M=S^{j/2}e^{-jt_0/2}$, where $S^{j/2}$ is $\Lambda$ or $a$. Also $\mu=\tfrac12\sqrt{4\lambda-1}$, with $4\lambda=\alpha/\alpha_c$ or $N_c/N$. Therefore, as the threshold is approached,

$$\boxed{B(0)\simeq K_4\Lambda\,e^{-\pi/\sqrt{\alpha/\alpha_c-1}},\qquad B(0)\simeq K_3a\,e^{-2\pi/\sqrt{N_c/N-1}},} \tag{16}$$

with $K=\exp[j(2+c)/2]$. The mass vanishes faster than any power of the distance from threshold. The reason is the slow phase in (14): it must advance by nearly $\pi$ between the scale of the mass and the cutoff, which takes a logarithmic range $\pi/\mu$. Later roots of the ultraviolet condition have larger $t_0$, and give solutions with nodes and smaller $|B(0)|$. We have not compared vacuum energies, so the choice of the nodeless solution is a convention here.

A fixed finite range shows the same mechanism. Set $w=1$ and keep momenta over a length $L$ in $\ln s$. The end conditions are $v'=v/2$ below and $v'=-v/2$ above. The lowest mode is a cosine about the midpoint, with $\tan(\mu L/2)=1/(2\mu)$, or

$$\mu L+2\arctan2\mu=\pi. \tag{17}$$

The threshold $\lambda=\tfrac14+\mu^2$ then lies above $1/4$ and reaches it as $L\to\infty$. For QED4, diagonalizing the integral operator gives critical $\alpha=1.266$, $1.120$ and $1.069$ at $L=10,20,40$, approaching $\pi/3$ slowly.

### A solvable form and the prefactor

Replacing $B^2$ by the constant $M^2$ in $w$ makes (10) linear, with $w=z^j/(z^j+1)$. Put $y=-z^j$ and $\vartheta=y\,d/dy$, so that $z\,d/dz=j\vartheta$. Multiplying the equation by $(1-y)/j^2$ gives

$$\vartheta\Big(\vartheta+\frac1j\Big)u=y(\vartheta+a_+)(\vartheta+a_-)u,\qquad a_\pm=\frac{\frac12\pm i\mu}{j},$$

because $a_++a_-=1/j$ and $a_+a_-=\lambda/j^2$. This is the hypergeometric equation, with regular solution $u=F(a_+,a_-;1+1/j;-z^j)$. Its series gives $(zu)'=F(a_+,a_-;1/j;-z^j)$, so the cutoff condition is

$$F(a_+,a_-;1/j;-z_0^j)=0. \tag{18}$$

At large $z$ this function is proportional to ${\rm Re}\big[\Gamma(2i\mu/j)\Gamma(a_+)^{-2}z^{-1/2+i\mu}\big]$. For small $\mu$ the phase of the bracket is

$$\mu\ln z-\frac\pi2-\frac{2\mu}{j}\Big[\gamma+\psi\Big(\frac1{2j}\Big)\Big],$$

where $\gamma$ is Euler's constant and $\psi$ the digamma function. The first zero at large $z$ has phase $\pi/2$, so

$$K^{\rm lin}=e^{-\gamma-\psi(1/2j)},\qquad K_4^{\rm lin}=4,\qquad K_3^{\rm lin}=8e^{\pi/2}\approx38.5. \tag{19}$$

The last two values use $\psi(\tfrac12)=-\gamma-2\ln2$ and $\psi(\tfrac14)=-\gamma-\tfrac\pi2-3\ln2$. Integrating the nonlinear critical equation instead gives $K_4=5.57$ and $K_3=42.7$. Linearization changes the prefactor and leaves the exponent and threshold alone.

### Numerical size of the mass

For QED4 at $\alpha=1.1$, $\alpha/\alpha_c=1.05042$ and the exponent is $-\pi/\sqrt{0.05042}\approx-13.991$. The law (16) gives $B(0)/\Lambda\approx5.568\,e^{-13.991}\approx4.67\times10^{-6}$. The nonlinear differential equation gives $4.61\times10^{-6}$, so the law is 1.4% above it. At $\alpha=1.3$ and $1.5$ the solutions are $8.77\times10^{-3}$ and $4.26\times10^{-2}$, and the law exceeds them by 6% and 10%.

For QED3 with the cutoff at $a$:

| $N$ | $B(0)/a$, equation (10) | $B(0)/a$, law (16) |
|---|---|---|
| 1 | $0.204$ | $0.643$ |
| 2 | $8.66\times10^{-3}$ | $1.47\times10^{-2}$ |
| 3 | $9.75\times10^{-9}$ | $1.07\times10^{-8}$ |

The law is useful near $N_c$ and poor at $N=1$, where $\mu$ is not small.

Direct iteration of (8) tests the conversion to (10). It gives $4.258\times10^{-2}$ for QED4 at $\alpha=1.5$ and $8.659\times10^{-3}$ for QED3 at $N=2$, in agreement with the differential equation.

The full kernel (7) gives $B(0)/a=2.26\times10^{-3}$, $2.22\times10^{-5}$ and $9.5\times10^{-7}$ at $N=2$, $2.6$ and $2.8$. These are $0.26$, $0.21$ and $0.19$ times the values with the cutoff at $a$. Between $N=2.6$ and $2.8$ the mass falls by a factor of 23 while this ratio changes by 6%. The treatment of momenta near $a$ thus mainly affects the prefactor.

### What the thresholds mean

The values (13) belong to the truncated equations. A vertex consistent with the Ward identity would satisfy $q_\mu\Gamma_\mu=i\slashed q+B(p)-B(k)$ when $A=1$; the bare vertex gives $i\slashed q$ alone. Gauge independence is therefore not assured, and $\pi/3$ is a Landau-gauge number. QED4 also lacks the charge screening due to fermion loops.

In QED3, $A=1$ is a further approximation. For $D=3$ and $d(q)\simeq1/(aq)$, equation (5) gives, for $k>p$,

$$\Big\langle\frac{2(q\cdot k)(q\cdot p)}{q^3}\Big\rangle=\frac1{4pk}\int_{k-p}^{k+p}\!dq\Big[\frac{(k^2-p^2)^2}{q^2}-q^2\Big]=-\frac{2p^2}{3k}.$$

Inserting this in (4), with $e^2/a=8/N$ and $A=1$, $B=0$ inside the loop,

$$A(p)-1\simeq-\frac{8}{3\pi^2N}\ln\frac ap. \tag{20}$$

The coefficient is $1/12$ at $N_c$, but it multiplies the long logarithm that the scaling law requires. At $N=3$ and $p=B(0)$, $\ln(a/p)\approx18.4$ and the logarithmic term (20) is about $-1.7$, which is not small compared with $A=1$. The critical flavour number $32/\pi^2$ is thus an estimate within the truncation, not a controlled value for QED3. The numerical output follows.

## Numbers as computed

```
alpha_c = pi/3 = 1.047198 (dimensionless)
N_c = 32/pi^2 = 3.242278 (four-component flavours)
QED3 polarization Pi*p/(N e^2) by quadrature = 0.12500
QED3 coefficient of -ln(a/p) in A-1 at N_c = 0.08333
Critical alpha on a finite range L = ln(p_max^2/p_min^2):
  L = 10: alpha = 1.2658
  L = 20: alpha = 1.1195
  L = 40: alpha = 1.0685
Prefactor K4: nonlinear 5.5683, linearized 4.0000
Prefactor K3: nonlinear 42.7022, linearized 38.4838
QED4 B(0)/Lambda: differential equation, scaling law
  alpha = 1.1, alpha/alpha_c = 1.0504: 4.6083e-06, 4.6738e-06
  alpha = 1.3, alpha/alpha_c = 1.2414: 8.7677e-03, 9.3076e-03
  alpha = 1.5, alpha/alpha_c = 1.4324: 4.2576e-02, 4.6864e-02
QED3 B(0)/a, cutoff at a: differential equation, scaling law
  N = 1, N_c/N = 3.2423: 2.0416e-01, 6.4291e-01
  N = 2, N_c/N = 1.6211: 8.6586e-03, 1.4727e-02
  N = 3, N_c/N = 1.0808: 9.7463e-09, 1.0674e-08
Integral equation, QED4 alpha = 1.5: B(0)/Lambda = 4.2579e-02
Integral equation, QED3 N = 2: B(0)/a = 8.6589e-03
Iteration limit, QED4 alpha = 1.0: B(0)/Lambda = 0.0
Iteration limit, QED3 full kernel N = 3.5: B(0)/a = 0.0
QED3 full kernel: B(0)/a, ratio to the cutoff-at-a value
  N = 2.0: 2.2640e-03, 0.2615
  N = 2.6: 2.2169e-05, 0.2067
  N = 2.8: 9.5020e-07, 0.1936
```
